\section*{Why Short-Range Lattice Coupling Gives a Self-Trapping Barrier in Three Dimensions}

\section*{Question}

A carrier in a deformable solid can spread over many sites, or it can contract and sit in a distortion that it has made itself. Suppose that the lattice responds only where the carrier is. Why does the carrier in three dimensions have to climb in energy before it can trap itself, even when the trapped state is the lower one? How high is the climb, and what sets it?

\section*{The mechanism}

Contraction has a cost and a gain. Confinement to a region of size $L$ makes the wave function steeper, and the kinetic cost grows as $1/L^2$. The gain comes from the distortion. With a short-range coupling, the force on each piece of the lattice is proportional to the local carrier density, about $1/L^3$. A linear lattice moves in proportion to the force, so the energy gained per unit volume goes as the density squared, $1/L^6$. Over the occupied volume $L^3$ the total gain is $1/L^3$.

At large $L$ the gain is therefore the smaller term. The first stage of contraction costs more than it returns, whatever the coupling strength. At small $L$ the gain can win. The energy rises first and falls later.

\section*{The energy of carrier and lattice}

Take one carrier in one band of a simple cubic lattice with spacing $a$ and hopping energy $J>0$. The amplitudes $\psi_i$ are normalized, $\sum_i\psi_i^2=1$. They may be taken real and non-negative, because phases and sign changes can only raise the kinetic energy. The hopping energy is $-2J\sum_{\langle ij\rangle}\psi_i\psi_j$, summed over bonds. Each site has six bonds, so adding $6J$, which puts the zero at the band bottom, gives
\begin{equation}
 Jt,\qquad t=\sum_{\langle ij\rangle}(\psi_i-\psi_j)^2 .
\end{equation}

The lattice is classical and has one independent distortion $x_i$ per site. It shifts the site energy by $v_i=gx_i$ and costs $\tfrac12Kx_i^2$. With $S=g^2/2K$ this cost is $v_i^2/4S$, and the total energy is
\begin{equation}
 E[\psi,v]=Jt+\sum_i v_i\psi_i^2+\sum_i\frac{v_i^2}{4S}.
\end{equation}
Setting the derivative with respect to $v_i$ to zero gives $v_i=-2S\psi_i^2$. The two lattice terms become $-2S\psi_i^4+S\psi_i^4$, so
\begin{equation}
 E[\psi]=Jt-S\sum_i\psi_i^4 .
 \label{energy}
\end{equation}
A carrier held on one site gains $S$, which is thus the one-site relaxation energy. The fourth power is the squared density of the mechanism.

\section*{Scaling with size}

Measure lengths in units of $a$. For a wide state in $d$ dimensions put $\psi(\mathbf r)=L^{-d/2}\phi(\mathbf r/L)$ with $\phi$ normalized. The prefactor keeps the norm equal to one. Sums become integrals:
\begin{align}
 t&=\int|\nabla\psi|^2d^dr=L^{-d}L^{-2}L^{d}\int|\nabla\phi|^2d^du=\frac{\tau}{L^2},\\
 \sum_i\psi_i^4&=L^{-2d}L^d\int\phi^4d^du=\frac{\gamma}{L^d}.
\end{align}
With $T=J\tau$ and $G=S\gamma$, three dimensions give
\begin{equation}
 E(L)=\frac{T}{L^2}-\frac{G}{L^3},\qquad
 \frac{dE}{dL}=-\frac{2T}{L^3}+\frac{3G}{L^4}.
\end{equation}
The derivative vanishes at $L^*=3G/2T$, where
\begin{equation}
 E(L^*)=\frac{4T^3}{9G^2}-\frac{8T^3}{27G^2}=\frac{4T^3}{27G^2}.
\end{equation}
This is a maximum, since $E$ tends to $0^+$ at large $L$ and to $-\infty$ at small $L$.

Other dimensions show that the exponents matter. For $d=1$, $E=T/L^2-G/L$ is negative at large $L$ and has a minimum $-G^2/4T$ at $L=2T/G$: the carrier contracts downhill from the start. For $d=2$, $E=(T-G)/L^2$: the sign of $T-G$ decides whether a wide state spreads or contracts, and the scaling law has no maximum. The law fails near one lattice spacing, however, and a square lattice can still have a barrier. At $S/J=5$ every wide state has $T>G$ and so a positive energy (the best wide shape reaches $T=G$ only near $S/J\approx5.8$), while a carrier on one site has $4J-S=-J$. Minimizing the energy at fixed weight on the central site gives a small barrier, about $0.02J$.

The scaling law explains the barrier but not the trapped state, since the continuum energy has no lowest value as $L\to0$. The contraction is stopped by the lattice: a carrier cannot be narrower than one site.

\section*{No change of shape avoids the barrier}

A fixed shape was assumed above. Could the carrier change shape on the way and escape the climb? An inequality on the infinite lattice excludes this.

Let a sequence $f_n$ vanish at both ends. Then $f_n$ is the sum of all steps to its left, and also minus the sum of all steps to its right. Averaging the two expressions gives
\begin{equation}
 |f_n|\le\tfrac12\sum_m|f_{m+1}-f_m| .
 \label{step}
\end{equation}
In a plane of fixed $z$, apply this to $\psi^2$ along $x$ and along $y$. It gives $\psi^2\le A(y)$ and $\psi^2\le B(x)$, hence $\sum_{xy}\psi^4\le\sum_yA\,\sum_xB$. Let $n(z)=\sum_{xy}\psi^2$, and let $D_x(z)^2$ be the sum of squared $x$-differences in the plane. Write $\psi'$ for the neighbour's amplitude. Since $\psi'^2-\psi^2=(\psi'-\psi)(\psi'+\psi)$, the Cauchy--Schwarz inequality gives
\begin{equation}
 \sum_yA\le\tfrac12D_x(z)\Big[\sum_{xy}(\psi'+\psi)^2\Big]^{1/2}\le D_x(z)\,n(z)^{1/2},
\end{equation}
because the square root is at most $2n^{1/2}$. The same holds for $B$ with $D_y$, so $\sum_{xy}\psi^4\le n(z)D_x(z)D_y(z)$.

Now apply \eqref{step} to $n(z)$ along $z$. The same two steps, with total norm one, give $n(z)\le D_z$, where $D_x,D_y,D_z$ without argument refer to the whole lattice. Summing over $z$ with Cauchy--Schwarz once more,
\begin{equation}
 \sum_i\psi_i^4\le D_xD_yD_z\le\left(\frac t3\right)^{3/2}.
\end{equation}
The last step is the inequality of geometric and arithmetic means for $D_x^2,D_y^2,D_z^2$, whose sum is $t$. Therefore
\begin{equation}
 E\ge Jt-S\left(\frac t3\right)^{3/2}.
 \label{bound}
\end{equation}

The right side has its maximum where $J=\tfrac12S(t/3)^{1/2}$, that is at $t=12J^2/S^2$, and its value there is $(12-8)J^3/S^2$. A state with $E<0$ needs $(t/3)^{1/2}>3J/S$, or $t>27J^2/S^2$. An extended state has $t\to0$. Every continuous path between them crosses $t=12J^2/S^2$, so its highest energy is at least
\begin{equation}
 W_{\min}=\frac{4J^3}{S^2}.
\end{equation}
The lattice cannot get round this by lagging behind, since $E[\psi,v]\ge E[\psi]$. Within this model the barrier is positive at every finite coupling. The expression is a lower bound, not an estimate of the height.

\section*{The height of the pass}

At the top of a lowest path the energy is stationary. Vary \eqref{energy} with the norm constraint added as $wJ(\sum\psi^2-1)$, and divide by $2J$:
\begin{equation}
 -\Delta\psi+w\psi=\frac{2S}{J}\psi^3 ,
 \label{stationary}
\end{equation}
where $(-\Delta\psi)_i=6\psi_i-\sum_j\psi_j$, with $j$ running over the six neighbours of $i$. Since $v=-2S\psi^2$, this is also the Schr\"odinger equation in the frozen distortion, with level $-wJ$. Multiplying by $\psi$ and summing gives $t+w=(2S/J)\sum\psi^4$, so
\begin{equation}
 E=Jt-\tfrac12J(t+w)=\tfrac12J(t-w).
 \label{height}
\end{equation}

\subsection*{Wide saddle}

If $\psi$ varies slowly between sites, $\Delta$ becomes the Laplacian. Insert $\psi(\mathbf r)=\alpha Q(\sqrt w\,\mathbf r)$. With $\alpha^2=wJ/2S$, equation \eqref{stationary} reduces to $-\nabla^2Q+Q=Q^3$. Let $N=\int Q^2$. The norm is $\alpha^2w^{-3/2}N=1$, which gives $\sqrt w=NJ/2S$.

Two relations fix the energy. Let $A=\int|\nabla Q|^2$ and $F=\int Q^4$. Multiplying the equation by $Q$ and integrating gives $A+N=F$. The equation also makes $\tfrac12A+\tfrac12N-\tfrac14F$ stationary. Stretching $Q$ by a factor $\lambda$ turns this into $\tfrac12\lambda A+\lambda^3(\tfrac12N-\tfrac14F)$, and its derivative at $\lambda=1$ must vanish: $2A+6N=3F$. Hence $A=3N$ and $F=4N$. Then $t=wA/N=3w$, and \eqref{height} gives
\begin{equation}
 W=Jw=\frac{N^2J^3}{4S^2}.
 \label{continuum}
\end{equation}
Solving the radial equation on a fine grid for its positive solution gives $N=18.9$, so $W\approx89J^3/S^2$. A stronger coupling lowers the barrier, because the gain then overtakes the cost at a larger size, where both are small.

The formula needs a saddle length $1/\sqrt w=2S/NJ$ well above one lattice spacing, and so a very large $S/J$. On the lattice, $WS^2/J^3$ is $88.0$ at $S/J=93$ and $86.7$ at $S/J=65$.

\subsection*{Narrow trapped state}

The opposite limit describes the trapped state. Put amplitude $\epsilon$ on each of the six neighbours of a central site, so that the central weight is $1-6\epsilon^2$. To second order in $\epsilon$,
\begin{equation}
 E=6J-12J\epsilon-S(1-12\epsilon^2).
\end{equation}
The minimum is at $\epsilon=J/2S$:
\begin{equation}
 E_{\rm trap}\approx6J-S-\frac{3J^2}{S}.
 \label{trap}
\end{equation}
It becomes negative at $S/J=3+\sqrt6\approx5.45$. Numerical solution of \eqref{stationary} gives $5.41$. A self-trapped minimum already exists above $S/J=3.93$, but up to $5.41$ it lies above the band bottom.

\section*{A worked number}

Take $J=0.15$ eV, $S=1.0$ eV and $a=0.35$ nm, so $S/J=6.67$. These are round illustrative values, not fitted to a material. The kind of carrier in mind is a heavy hole, as in the lone-pair band of a chalcogenide glass film. The half band width is $6J=0.90$ eV, and the band mass $\hbar^2/2Ja^2$ is $2.1$ electron masses.

The lower bound is $4(0.15)^3/(1.0)^2=0.0135$ eV. The continuum formula gives $89.2(0.15)^3=0.30$ eV, but it cannot be trusted here, since its saddle length is $2(6.67)/18.9=0.71$ lattice spacings.

The lattice saddle has to be found numerically. At fixed $t$, the largest $\sum\psi^4$ was sought by repeatedly replacing $\psi$ with the normalized solution of $(-\Delta+w)\psi_{\rm new}\propto\psi^3$, choosing $w$ so as to keep $t$. A fixed point solves \eqref{stationary} for a coupling $S/J=(t+w)/(2\sum\psi^4)$, and $t$ was adjusted until this was $6.67$. The states were symmetric about a site, in a periodic box of $48^3$ sites. The result is $Jt=0.1931$ eV and $S\sum\psi^4=0.1055$ eV, so
\begin{equation}
 W=0.1931-0.1055\approx0.088\ {\rm eV}\quad(8.5\ {\rm kJ/mol}).
\end{equation}

Followed downhill from this saddle, a slightly narrowed state ends in the trapped state and a slightly widened one spreads over the box. The saddle is therefore a real pass, and the lowest pass is at most this high. Together with the bound, it lies between $0.0135$ and $0.088$ eV; that no other pass is lower has not been proved. Simple shapes do worse: contraction through Gaussians $e^{-r^2/2L^2}$ climbs to $0.145$ eV, and through $e^{-(|x|+|y|+|z|)/L}$ to $0.118$ eV.

The saddle is not a wide, smooth cloud. One site holds $31\%$ of the carrier, and the rest forms a tail. The amplitude drops to a third at the nearest neighbours, and only far out does its decay length approach $a/\sqrt w\approx1.0$ nm. The one site alone supplies $S(0.311)^2=0.097$ eV of the $0.106$ eV gain. The continuum formula assumes a state that varies slowly between sites, so it does not describe this saddle.

Equation \eqref{trap} gives $0.90-1.00-0.0675=-0.168$ eV for the trapped state; the numerical value is $-0.170$ eV. The way back to the extended state therefore costs $0.088+0.170=0.258$ eV.

With $J$ fixed, $S/J=5$ gives $W=0.83J=0.125$ eV and $S/J=8$ gives $0.47J=0.070$ eV. The fall is slower than $1/S^2$, as expected outside the wide-saddle regime.

\section*{What the model leaves out}

\textbf{Polar coupling.} In an ionic solid the distortion also follows the carrier's long-range electric field. This adds a gain $F_p/L$, and
\begin{equation}
 E=\frac T{L^2}-\frac G{L^3}-\frac{F_p}L,\qquad
 \frac{dE}{dL}=0\ \Rightarrow\ F_pL^2-2TL+3G=0 .
\end{equation}
There are two positive roots, a large polaron and a barrier, if $T^2>3F_pG$. Otherwise this fixed-shape scaling law has no barrier; like the law itself, the criterion is only a guide when the sizes approach one lattice spacing. For the example take dielectric constants $8$ (electronic) and $11$ (static), rough values for a weakly polar glass. The strength is set by $1/8-1/11=0.034$. The energy
\begin{equation}
 -\frac12\Big(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\Big)\frac{e^2}{4\pi\epsilon_{\rm vac}}\sum_{i\ne j}\frac{\psi_i^2\psi_j^2}{r_{ij}}
\end{equation}
is $-0.032$ eV at the unchanged saddle. A Gaussian large polaron gains $0.0035$ eV. The barrier falls to about $0.088-0.032+0.004\approx0.06$ eV.

\textbf{Quantum motion of the lattice.} A slow lattice requires the carrier's binding at the saddle to exceed the phonon energy. The binding is $wJ=0.018$ eV, against an assumed phonon energy $\hbar\omega=0.02$ eV, so this condition fails at the saddle. At zero temperature the phonons lower the extended state, in second order, by
\begin{equation}
 S\hbar\omega\,\big\langle(\varepsilon_{\mathbf k}+\hbar\omega)^{-1}\big\rangle_{\mathbf k}=0.030\ {\rm eV},
\end{equation}
where $\varepsilon_{\mathbf k}$ is the band energy. This is a third of the barrier. The saddle shifts too, by an amount not computed here, so the net change of $W$ is not known.

Tunnelling can be sized in the same slow-lattice picture. The lattice stiffness along the unstable direction is $K(1-\mu)$ with $\mu\approx5.4$ to $5.5$ ($5.50$ in a box of $24^3$ sites, $5.44$ in one of $32^3$), from the second-order response of the carrier level. The barrier frequency is thus $\Omega=\omega\sqrt{\mu-1}$, with $\hbar\Omega=0.042$ eV. The tunnelling exponent through an inverted parabola, $2\pi(W-E)/\hbar\Omega$, balances the thermal one at $k_BT=\hbar\Omega/2\pi$, or about $80$ K. Room temperature is well above this.

\textbf{Disorder.} Independent site energies with standard deviation $0.05$ eV shift the saddle by $0.05\sqrt{0.106}=0.016$ eV (standard deviation, shape unchanged). Favourable places have lower barriers, and a carrier that samples many places can trap there first.

\section*{Reading the result for real films}

At $300$ K, $k_BT=0.026$ eV and $W/k_BT=3.4$, so the static barrier alone would give a Boltzmann factor of $0.03$. This is not yet a trapping rate. Each distortion costs $v_i^2/4S$, so equipartition gives the site energies a thermal spread of $\sqrt{2Sk_BT}=0.23$ eV. In second order this lowers the extended state by $2Sk_BT\langle1/\varepsilon_{\mathbf k}\rangle_{\mathbf k}=0.087$ eV, as much as $W$ itself. The spread exceeds $J$, so this value is only a rough measure, and the thermal motion changes the saddle too. How fast carriers trap at room temperature has to be calculated with this motion included. Even at low temperature the polar terms lower $W$ by about $0.03$ eV, and zero-point motion shifts the extended state alone by as much, so the example fixes only the order of magnitude of the static barrier, some hundredths of an electronvolt. A real chalcogenide glass is not cubic, its lone-pair bands are anisotropic, and $S$ was chosen here, not measured.

Electrons in an amorphous oxide semiconductor can be much lighter. A mass of $0.3$ electron masses with the same $a$ gives $J=1.04$ eV. A trapped state then needs $S>3.93J=4.1$ eV to exist and $S>5.41J=5.6$ eV to lie below the band. These are several times the relaxation energy of the example, so the model gives such electrons no self-trapped state unless the local coupling is exceptionally strong. The statement concerns an ordered lattice with short-range coupling. An oxide can be more polar than the glass above: with $1/\varepsilon_\infty-1/\varepsilon_0=0.15$, the polar gain at the example's saddle would be $0.14$ eV, while a Gaussian large polaron would gain about $0.07$ eV. The difference, about $0.07$ eV, is most of the short-range barrier, and this first-order estimate understates the effect, since such a polaron is only about two lattice spacings wide. When site-symmetric states are relaxed on the lattice with both terms, the wide state lies at $-0.076$ eV with about $10\%$ of the carrier on the central site. On the way to the trapped state the energy rises by less than $0.001$ eV, so the barrier is practically gone. For heavy carriers in such oxides the long-range term has to be included from the start.
